# Kelvin condensation of water in a 2 nm wetting pore

## Problem

A porous powder stands in water vapour at $T=300$ K. One of its pores is a cylinder of radius $r=2.0$ nm with a flat closed end, and water wets its wall perfectly. Show from the Kelvin equation that liquid water fills this pore near 60 percent relative humidity. Derive the Kelvin equation on the way, and explain why the closed end matters.

Use the rough values $\gamma=0.072$ N/m for the surface tension, $V_m=18$ cm³/mol for the molar volume of the liquid, and $p_0=27$ Torr for the saturation pressure over a flat surface. The relative humidity is $x=p/p_0$, where $p$ is the vapour pressure.

Treat the vapour as an ideal gas and the liquid as incompressible, with the surface tension of a flat surface. Gravity is neglected. Perfect wetting means zero contact angle and a wall already coated by a liquid film. The film's thickness is neglected at first, so $r$ is the free radius inside it.

## Hints

1. Vapour and liquid coexist at equal chemical potential, but a curved surface allows their pressures to differ. Start both phases from the flat-surface state at $p_0$.
2. Balance the forces on the part of the meniscus that lies within a distance $\rho$ of the axis.
3. To decide which way a meniscus moves, compare the cost of turning vapour into liquid with the gain from removing film surface.
4. Near the closed end, liquid first collects in the corner between wall and bottom. Apply the force balance to a ring-shaped meniscus.

## Full solution

**Equal chemical potentials.** At constant temperature, $d\mu=V\,dP$ per mole. Let $\mu_0$ be the common chemical potential at pressure $p_0$. The vapour has molar volume $RT/P$ and the liquid has the constant molar volume $V_m$, so

$$\mu_{\rm vap}=\mu_0+\int_{p_0}^{p}\frac{RT}{P}\,dP=\mu_0+RT\ln x,\qquad \mu_{\rm liq}=\mu_0+V_m(P_l-p_0).$$

Here $P_l$ is the liquid pressure. Define the pressure drop $D=p-P_l$, which is positive when the liquid has the lower pressure. Equating the two chemical potentials gives

$$RT\ln x=V_m(p-D-p_0),$$

and therefore

$$D=\frac{RT}{V_m}\ln\frac1x-(p_0-p).$$

The last term is at most 27 Torr, while $D$ will turn out to be tens of megapascals. Dropping it leaves

$$D=\frac{RT}{V_m}\ln\frac1x. \tag{1}$$

For this pore, the omission changes the humidity by a relative amount of about $1\times10^{-5}$.

**Shape of the meniscus.** Let $\psi$ be the angle between the meniscus and the plane perpendicular to the pore axis. On the part within distance $\rho$ of the axis, the pressure drop exerts the axial force $\pi\rho^2D$. Surface tension acts along the rim, of length $2\pi\rho$, with axial component $\gamma\sin\psi$. Balance requires

$$\pi\rho^2D=2\pi\rho\,\gamma\sin\psi
\quad\Longrightarrow\quad \sin\psi=\frac{D\rho}{2\gamma}.$$

At zero contact angle the meniscus is tangent to the wall, so $\sin\psi=1$ at $\rho=r$. Hence

$$D=\frac{2\gamma}{r}. \tag{2}$$

Then $\sin\psi=\rho/r$, which describes a hemisphere of radius $r$. Combining (1) and (2) gives the Kelvin equation for this pore:

$$\ln\frac1x=\frac{2\gamma V_m}{rRT},\qquad x_K=e^{-L_K/r},\qquad L_K=\frac{2\gamma V_m}{RT}. \tag{3}$$

**Which way the meniscus moves.** The vapour fixes the chemical potential, so the relevant energy is the grand potential $\Omega$. A bulk phase contributes minus its pressure times its volume. Replacing a volume $V$ of vapour by liquid therefore costs $(p-P_l)V=DV$, with $D$ given by (1).

If the meniscus advances by a length $L$, a volume $\pi r^2L$ becomes liquid and a film surface of area $2\pi rL$ disappears. The meniscus itself moves without changing shape, and the wall was already in contact with liquid. Thus

$$\Delta\Omega=\pi r^2LD-2\pi rL\gamma=\pi r^2L\left(D-\frac{2\gamma}{r}\right).$$

Raising $x$ lowers $D$. Above $x_K$ the bracket is negative and the liquid advances; below $x_K$ it retreats.

**How the closed end supplies the meniscus.** Suppose corner liquid leaves a film-coated disc of radius $a$ uncovered at the bottom. The meniscus meets the bottom tangentially at $\rho=a$, where surface tension has no axial component. The force balance on the ring between $a$ and $\rho$ is

$$\pi(\rho^2-a^2)D=2\pi\rho\,\gamma\sin\psi.$$

Setting $\sin\psi=1$ at $\rho=r$ gives

$$D=\frac{2\gamma r}{r^2-a^2},\qquad a^2=r^2-\frac{2\gamma r}{D}.$$

As the humidity rises, $D$ falls and $a$ shrinks continuously. It reaches zero when $D=2\gamma/r$, which is the Kelvin condition. The ring has then closed into a hemisphere touching the bottom, and the liquid below it has volume $\pi r^3-\tfrac23\pi r^3=\tfrac13\pi r^3$.

Numerical integration of the meniscus shape for $a/r=0.9,\,0.7,\,0.5,\,0.3,\,0.1$ and $0$ gave a liquid volume that grew at each step and ended at this value. Within this family of axially symmetric shapes, the closed end thus leads to the hemisphere without a jump. Any further rise in humidity drives the meniscus along the pore.

**Numbers.** With $RT=2494.3$ J/mol,

$$L_K=\frac{2(0.072\ \text{N/m})(18\times10^{-6}\ \text{m}^3/\text{mol})}{2494.3\ \text{J/mol}}=1.039\ \text{nm},$$

$$x_K=\exp\left(-\frac{1.039}{2.0}\right)=e^{-0.520}=0.595.$$

The pore fills at about 59 percent relative humidity, or a vapour pressure of about 16 Torr. This is the stated result. Inverting (3), a humidity of 60 percent corresponds to a radius of 2.03 nm.

The pressure drop is $2\gamma/r=72$ MPa. Since the vapour pressure is tiny by comparison, the liquid pressure is about $-72$ MPa: the liquid is under tension. This lowers its chemical potential enough to match that of the undersaturated vapour.

**Limits and sensitivity.** For $r\gg L_K$, expanding (3) gives $x_K\simeq1-L_K/r$, so wide pores fill just below saturation. Differentiating $\ln x_K=-L_K/r$ gives

$$\frac{d\ln x_K}{d\ln r}=\frac{L_K}{r}=0.52.$$

An error of 10 percent in the radius thus shifts the humidity by about 5 percent of its value, or 3 percentage points.

**What the model leaves out.** Each estimate below changes one feature and keeps the other inputs fixed, except where stated.

- *Adsorbed water.* If 2.0 nm is the radius of the bare wall, immobile water layers narrow the core. Taking the cube root of the volume per molecule as the layer thickness gives 0.310 nm. One layer leaves a core of 1.69 nm and lowers the result to 54 percent; two layers leave 1.38 nm and give 47 percent.
- *Curvature-dependent surface tension.* Take $r$ as the radius of the surface of tension, the dividing surface for which $D=2\gamma/r$ keeps its form when $\gamma$ depends on curvature. To first order, a rough Tolman length of 0.1 nm then changes $\gamma$ by a fraction $2(0.1)/2.0=0.1$. This shifts the humidity by about 3 percentage points, in a direction that depends on the sign of the length, which is left open here.
- *Liquid compressibility.* A rough value of 0.45 GPa⁻¹ lowers the result by about 0.5 percentage points, because the stretched liquid has a larger molar volume.
- *Vapour non-ideality.* A rough second virial coefficient $B=-1200$ cm³/mol lowers the humidity by a fraction of about $|B|(p_0-p)/RT\approx7\times10^{-4}$, which is less than 0.1 percentage points.
- *Temperature.* At 310 K, with $\gamma$ reduced to a rough 0.070 N/m and $V_m$ held fixed, the result is 61 percent.

The pore size and temperature resemble those of a mesoporous silica powder with pores a few nanometres wide, handled near room temperature, for example before atomic layer deposition. A hydroxylated silica surface is wetted well by water. The assumption most clearly broken is that of a film without thickness: one layer moves the result by about 5 percentage points, more than any other effect in the list. "Near 60 percent" therefore refers to the free core radius, and even this holds only for immobile layers. A mobile film of thickness $t$ is held on the wall by a disjoining pressure. With a $t^{-3}$ law and a film of 0.31 nm around a 2.0 nm core, coexistence moves to about 57 percent and the open-pore limit of Variation 1 to about 71 percent. The list also omits the contact angle: on a less hydroxylated wall, an angle of 30° replaces $\gamma$ by $\gamma\cos30^\circ$ in (3) and raises the result by about 4 percentage points. Real pores also vary in width and shape, and a continuum description is only approximate when the radius is about six molecular layers.

## Variation 1: a long pore open at both ends

*Does the same pore fill at the same humidity if it has no closed end and contains no liquid plug?*

There is now no hemispherical meniscus to advance. Let the wall film thicken uniformly until its surface has radius $R$. Relative to a pore full of vapour, and apart from constant wall terms, the grand potential per length is

$$\frac{\Omega}{L}=2\pi\gamma R+\pi(r^2-R^2)D,\qquad
\frac{d(\Omega/L)}{dR}=2\pi(\gamma-RD).$$

Thickening means decreasing $R$. Starting from $R=r$, it raises the energy as long as $D>\gamma/r$. The film loses this protection at $D=\gamma/r$, half the value in (2). By (1),

$$x_{\rm open}=e^{-L_K/(2r)}=e^{-0.260}=0.77.$$

Between 59 and 77 percent, the filled pore has the lower energy but the film is metastable. Filling in this range requires a liquid bridge across the pore.

The cost of a bridge at coexistence, where $D=2\gamma/r$, can be bounded. Consider the vapour on one side of it, with volume $V$ and free surface area $A$, ending at a distant cross-section where the film is undisturbed. Relative to liquid in the same space, its energy is $\gamma(A-2V/r)$. For a film-coated column of length $L$ this vanishes, since $2\pi rL-2\pi r^2L/r=0$.

Let $z$ point towards the bridge, and define the vector field

$$\mathbf n=\frac{\rho}{r}\,\mathbf e_\rho+\sqrt{1-\frac{\rho^2}{r^2}}\;\mathbf e_z .$$

It has unit length and divergence $\frac1\rho\frac{d}{d\rho}\frac{\rho^2}{r}=\frac2r$. Its outward flux through the free surface is at most $A$. Through the distant cross-section, the outward flux is

$$-\int_0^r\sqrt{1-\rho^2/r^2}\;2\pi\rho\,d\rho=-\tfrac23\pi r^2.$$

The divergence theorem then gives

$$\frac{2V}{r}\le A-\tfrac23\pi r^2
\quad\Longrightarrow\quad
\gamma\left(A-\frac{2V}{r}\right)\ge\tfrac23\pi\gamma r^2.$$

Equality holds for a hemisphere, whose normal is $\mathbf n$. A bridge has two sides, so the barrier is at least

$$\tfrac43\pi\gamma r^2=7.5\ \text{eV}\approx 290\,k_BT.$$

In this model, thermal fluctuations will not fill a long open pore at 59 percent. The barrier falls as the humidity rises. The axially symmetric critical shape is a ring-shaped bump of the film with neck radius $\rho_n$ and $D=2\gamma/(r+\rho_n)$. Its energy is about $160\,k_BT$ at 67 percent and $40\,k_BT$ at 73 percent, and it vanishes at 77 percent. The value 77 percent is therefore an upper limit, and fluctuations fill the pore a few points below it. A filled pore, however, already has menisci at its mouths, and these can retreat once the humidity falls below $x_K$. Filling and emptying therefore occur at different humidities. A constriction inside the pore fills first, can supply a meniscus for filling, and so reduces the difference. A narrower closed side branch does not help in this model: its meniscus is pinned at the mouth and stays recessed in the branch until $D=\gamma/r$, the open-pore limit itself. Constrictions at both mouths can instead delay emptying and widen it.

## Variation 2: a 1 Torr water dose

*Can a water dose of 1.0 Torr at 300 K fill the core of the 2 nm pore?*

The relative humidity is $x=1.0/27=0.037$. Solving (3) for the radius that would be at coexistence gives

$$r_K=\frac{L_K}{\ln(1/x)}=\frac{1.039\ \text{nm}}{\ln 27}=0.315\ \text{nm}.$$

This is about one molecular layer, so the continuum model cannot be trusted as a description of such a pore. It does show how far the 2 nm pore is from filling: its core needs about 16 Torr. Even with two immobile layers on the wall, it needs $0.471\times27\approx13$ Torr.

The dose therefore does not fill the core under these conditions. This does not mean that the pore is dry. Adsorbed water and surface hydroxyl groups can remain, and the Kelvin equation does not tell how long a purge must last to remove the water.

The computed values are collected in the numerical output below.

## Numbers as computed

```
temperature: 300 K
free pore radius: 2.0 nm
surface tension, rough input: 0.072 N/m
liquid molar volume, rough input: 18 cm3/mol
saturation pressure, rough input: 27 Torr
gas constant: 8.3145 J/(mol K)
R T: 2494.3 J/mol
Kelvin length: 1.0392 nm
Kelvin exponent: 0.5196 (no unit)
humidity, Kelvin formula: 59.48 percent
humidity, phase integrals: 59.48 percent
relative formula error: 1.1e-05 (no unit)
vapour pressure at coexistence: 16.1 Torr
radius for 60 percent: 2.034 nm
pressure drop at meniscus: 72.0 MPa
liquid pressure: -72.0 MPa
open-pore film limit, formula: 77.12 percent
open-pore film limit, scan: 77.12 percent
minimum bridge barrier: 7.53 eV
barrier / kT: 291 (no unit)
molecular layer thickness: 0.310 nm
core radius, one layer: 1.690 nm
humidity, one layer: 54.1 percent
core radius, two layers: 1.379 nm
humidity, two layers: 47.1 percent
Tolman length, rough magnitude: 0.1 nm
humidity, tension raised: 56.5 percent
humidity, tension lowered: 62.6 percent
compressibility, rough input: 0.45 1/GPa
humidity, compressible liquid: 58.97 percent
second virial, rough input: -1200 cm3/mol
humidity, non-ideal vapour: 59.43 percent
warmer case temperature: 310 K
warmer case tension, rough input: 0.070 N/m
humidity, warmer case: 61.3 percent
water dose pressure: 1.0 Torr
water dose humidity: 3.70 percent
Kelvin radius for water dose: 0.315 nm
```
